# Choosing barrier rules and time weights in alloy kinetic Monte Carlo

## What symmetry fixes in a hop barrier

A hop between two atomic configurations and its reverse cross the same saddle point. Let $E_{ij}$ be the barrier for going from configuration $i$ to configuration $j$. Any such quantity splits into a part that is unchanged when $i$ and $j$ are exchanged and a part that changes sign:

$$E_{ij}=\tfrac12(E_{ij}+E_{ji})+\tfrac12(E_{ij}-E_{ji}).$$

If $S_{ij}=S_{ji}$ is the saddle energy and $E_i$ the energy of configuration $i$, then $E_{ij}=S_{ij}-E_i$ and $E_{ji}=S_{ij}-E_j$. The saddle energy cancels from the difference, so $E_{ij}-E_{ji}=E_j-E_i$. Calling the symmetric part $K_{ij}$ gives

$$E_{ij}=K_{ij}+\frac{E_j-E_i}{2},\qquad K_{ij}=S_{ij}-\frac{E_i+E_j}{2}=K_{ji}. \tag{1}$$

$K_{ij}$ is the kinetically resolved activation barrier: the height of the saddle above the midpoint of the two end energies. Equation (1) is an identity. The approximation enters when $K_{ij}$ is taken from a small table or a fit instead of from a saddle search for every hop.

This is the theory behind two choices that arise when computed energies are passed to a kinetic Monte Carlo run: how barriers are built, and how the visited configurations are weighted in time. Energies below are in eV, times in ns and temperatures in K.

## Why the midpoint rule gives detailed balance

Assume that the system stays in a configuration long enough to forget how it arrived. Each possible hop then has a constant rate, taken as

$$k_{ij}=\nu\,e^{-\beta E_{ij}},\qquad \beta=1/k_BT, \tag{2}$$

with a prefactor $\nu$ common to a hop and its reverse. Dividing the two rates and using (1),

$$\frac{k_{ij}}{k_{ji}}=e^{-\beta(E_{ij}-E_{ji})}
=e^{-\beta(K_{ij}-K_{ji})}\,e^{-\beta(E_j-E_i)}
=e^{-\beta(E_j-E_i)}, \tag{3}$$

because $K_{ij}=K_{ji}$. With the Boltzmann probabilities $\pi_i=e^{-\beta E_i}/Z$, where $Z$ normalizes the sum to one, the right side is $\pi_j/\pi_i$. Hence

$$\pi_i k_{ij}=\pi_j k_{ji}. \tag{4}$$

This is detailed balance: in equilibrium, each hop is as frequent as its reverse. Let $R_i=\sum_j k_{ij}$ be the total escape rate. Summing (4) over $i$ gives

$$\sum_i\pi_i k_{ij}=\pi_j\sum_i k_{ji}=\pi_jR_j, \tag{5}$$

so the flow into $j$ equals the flow out, and $\pi$ is stationary. It is the only stationary distribution if every configuration can be reached from every other. If the hops leave separate groups of configurations, the relative weights of the groups stay at their starting values.

Detailed balance says nothing about the size of $K_{ij}$. Raising $K_{ij}$ by $\epsilon$ multiplies both rates of the pair by $e^{-\beta\epsilon}$ and leaves equilibrium alone. A common shift of all $K_{ij}$ rescales time; an error that differs between species also changes which hops dominate, and so the path towards equilibrium. Correct equilibrium averages are therefore no evidence that the values of $K_{ij}$ are right.

Unequal prefactors need one more condition. Suppose $\nu_{ij}=s_{ij}/q_i$, with $s_{ij}=s_{ji}$ and $q_i$ a property of configuration $i$. Then

$$q_ie^{-\beta E_i}\,k_{ij}=s_{ij}\,e^{-\beta(E_i+E_{ij})}=s_{ij}\,e^{-\beta S_{ij}},$$

which is symmetric. Detailed balance holds, but with weights $q_ie^{-\beta E_i}$ instead of the Boltzmann factors of the energies alone.

## Two ways to lose the Boltzmann ratio

**A one-sided $K$.** The surroundings may influence $K_{ij}$, provided that the hop and its reverse receive the same number. A rule that looks only at the atoms around the starting site generally violates this. The factor $e^{-\beta(K_{ij}-K_{ji})}$ then survives in (3). If $K_{ij}-K_{ji}=g_j-g_i$ for some function $g$ of the configuration, the run equilibrates to the energies $E_i+g_i$, which are not the ones supplied. If no such function exists, detailed balance holds for no set of energies.

**Clipped barriers.** A saddle cannot lie below either end point, so (1) requires $K_{ij}\ge|E_j-E_i|/2$. A fitted $K$ can violate this. Write $\Delta=E_j-E_i$ and take $\Delta<0$ with $K<|\Delta|/2$. The downhill barrier $K-|\Delta|/2$ is negative. If it is replaced by zero while the uphill barrier $K+|\Delta|/2$ is kept, the difference of the two barriers is

$$0-\left(K+\frac{|\Delta|}{2}\right)\neq-|\Delta| ,$$

and (3) fails. The repair is to raise the symmetric term instead, to $K'=\max(K,|\Delta|/2)$. Where the bound was violated, the barrier becomes $|\Delta|/2+\Delta/2=\max(0,\Delta)$: zero downhill and $|\Delta|$ uphill. Since $K'$ is symmetric, (3) holds again. The same rule can be written as

$$E_{ij}\to\max(E_{ij},\,0,\,E_j-E_i). \tag{6}$$

The repair restores equilibrium, not kinetics. A hop with no barrier is not a rare event, and the assumption of a long stay behind (2) has failed for it.

## From rejected attempts to a rejection-free step

Consider a vacancy with four neighbouring atoms, and let $k_{\max}$ be the largest rate in the model. A simple algorithm makes one attempt per interval $\tau=1/(4k_{\max})$. It picks one of the four hops at random and accepts it with probability $k_{ij}/k_{\max}$. The probability that a given attempt produces hop $j$ is

$$\frac14\,\frac{k_{ij}}{k_{\max}}=k_{ij}\tau ,$$

and the probability that it produces any hop is $p=R_i\tau$. For the first success to come at attempt $n$ and lead to $j$, there must be $n-1$ failures first:

$$P(n,j)=(1-p)^{n-1}k_{ij}\tau=\left[(1-p)^{n-1}p\right]\frac{k_{ij}}{R_i}. \tag{7}$$

The last step uses $\tau=p/R_i$. The result is a product of a function of $n$ and a function of $j$, so the waiting count and the destination are independent. The destination has probability $k_{ij}/R_i$. Differentiating $\sum_{n\ge0}x^n=1/(1-x)$ gives $\sum_{n\ge1}nx^{n-1}=1/(1-x)^2$; with $x=1-p$ the mean count is $p/p^2=1/p$. The mean waiting time is $\tau/p=1/R_i$.

The rates are defined in continuous time, so let $\tau$ shrink, with hop probability $k_{ij}\tau$ per interval. The probability of still being in $i$ at time $t=n\tau$ is

$$(1-R_i\tau)^{t/\tau}=\exp\left[\frac{t}{\tau}\ln(1-R_i\tau)\right]\longrightarrow e^{-R_it}, \tag{8}$$

since $\ln(1-x)\to-x$ for small $x$. To draw such a time, take $u$ uniform between 0 and 1 and set

$$t=-\frac{\ln u}{R_i}. \tag{9}$$

This time exceeds a given $t_0$ when $u<e^{-R_it_0}$, which has probability $e^{-R_it_0}$, as (8) demands.

The Bortz-Kalos-Lebowitz step follows:

1. List the hops from the current configuration $i$ and compute their rates and $R_i$.
2. Choose hop $j$ with probability $k_{ij}/R_i$, by finding where a uniform random number times $R_i$ falls in the running sum of the rates.
3. Draw $t$ from (9) with a second, independent random number, and advance the clock.
4. Add $A_it$ to the sum for each observable $A$, and $t$ to the total time.
5. Move to $j$ and update the list.

The weight in step 4 belongs to the configuration being left, not to the one being entered.

To see that these steps solve the master equation, let $P_{ij}(t)$ be the probability of being in $j$ at time $t$ after starting in $i$. Either no hop has occurred, or the first one occurred at some time $s$ and led to $l$:

$$P_{ij}(t)=\delta_{ij}e^{-R_it}+\int_0^t ds\,R_ie^{-R_is}\sum_l\frac{k_{il}}{R_i}P_{lj}(t-s).$$

Cancel $R_i$, multiply by $e^{R_it}$ and substitute $s'=t-s$:

$$e^{R_it}P_{ij}(t)=\delta_{ij}+\int_0^t ds'\,e^{R_is'}\sum_l k_{il}P_{lj}(s').$$

Differentiating and dividing by $e^{R_it}$ gives

$$\frac{dP_{ij}}{dt}=\sum_l k_{il}P_{lj}-R_iP_{ij}. \tag{10}$$

With $Q_{ij}=k_{ij}$ for $i\ne j$ and $Q_{ii}=-R_i$, this reads $dP/dt=QP$, with solution $P=e^{Qt}$ for a finite number of configurations. Since $Q$ commutes with $e^{Qt}$, also $dP/dt=PQ$, which is the master equation.

## Why averages need residence times

The list of visited configurations is itself a random sequence, with step probabilities $k_{ij}/R_i$. Its stationary distribution is

$$\mu_i=\frac{\pi_iR_i}{\bar R},\qquad \bar R=\sum_i\pi_iR_i, \tag{11}$$

because, with (5),

$$\sum_i\mu_i\frac{k_{ij}}{R_i}=\frac1{\bar R}\sum_i\pi_ik_{ij}=\frac{\pi_jR_j}{\bar R}=\mu_j.$$

Configurations that are left quickly are visited too often for their equilibrium weight. A plain average over events is therefore wrong by

$$\sum_i\mu_iA_i-\langle A\rangle=\frac{1}{\bar R}\sum_i\pi_iR_i\,(A_i-\langle A\rangle), \tag{12}$$

where $\langle A\rangle=\sum_i\pi_iA_i$. The error is the equilibrium covariance of $A$ with the escape rate, divided by the mean escape rate. A longer run does not reduce it.

Weighting by time removes it. The mean of $A_nt_n$ per event is $\sum_i\mu_iA_i/R_i=\langle A\rangle/\bar R$, and the mean of $t_n$ is $1/\bar R$. The ratio

$$\bar A=\frac{\sum_nA_nt_n}{\sum_nt_n} \tag{13}$$

therefore tends to $\langle A\rangle$. These two means involve only the mean residence time $1/R_n$, so replacing the drawn $t_n$ by $1/R_n$ gives the same limit.

It also lowers the noise. Let $f_i=A_i-\langle A\rangle$. For a long run of $N$ events, the statistical error of (13) is $\sum_nf_nt_n$ divided by the total time $T\approx N/\bar R$. For a given path the $t_n$ are independent, with means $1/R_n$ and variances $1/R_n^2$. The total variance is the variance of the conditional mean plus the mean of the conditional variance:

$$\mathrm{Var}\sum_nf_nt_n=\mathrm{Var}\sum_n\frac{f_n}{R_n}+N\sum_i\mu_i\frac{f_i^2}{R_i^2}.$$

The first term is what the mean-time weights give. Write the variance of $\bar A$ as $C/T$, so that $C$ is the variance of the sum divided by $T$. Dividing the last term by $N/\bar R$ and inserting (11),

$$C_{\rm drawn}-C_{\rm mean}=\bar R\sum_i\frac{\pi_iR_i}{\bar R}\frac{f_i^2}{R_i^2}=\sum_i\frac{\pi_if_i^2}{R_i}\ge0. \tag{14}$$

The mean clock is for equilibrium averages. It does not reproduce probabilities at a given time, since it lets no system leave a configuration before $1/R_i$ has passed.

## A worked example

A periodic $3\times3$ square lattice holds four A atoms, four B atoms and one vacancy V, which gives 630 configurations. The parameters are round model values and stand for no material. Nearest-neighbour pairs contribute $-0.04$ (AA), $-0.10$ (AB) and $0$ eV (BB). The symmetric term is 0.50 eV for a hopping A atom and 0.60 eV for B, plus 0.02 eV for each B atom among the four sites beside the hop, two at each end. Reversing the hop leaves those four sites the same, so $K$ is symmetric. The prefactor is $10^4$ ns$^{-1}$, and at 600 K $k_BT=0.0517$ eV.

One of the lowest-energy configurations has the rows VAB, AAB, BBA. It contains two AA and ten AB bonds, so its energy is $2(-0.04)+10(-0.10)=-1.08$ eV. Consider the A atom to the right of the vacancy. Beside its old site are one A and one B, and beside its new site again one A and one B. The third atom of the row neighbours both sites, because the lattice is periodic. Hence $E_j-E_i=0$ and $K=0.50+2(0.02)=0.54$ eV. The four hops are:

| atom | $E_j-E_i$ (eV) | barrier (eV) | rate (ns$^{-1}$) | probability |
|---|---|---|---|---|
| A, right | 0 | 0.54 | 0.291 | 0.437 |
| B, left | 0 | 0.64 | 0.042 | 0.063 |
| A, down | 0 | 0.54 | 0.291 | 0.437 |
| B, up | 0 | 0.64 | 0.042 | 0.063 |

The first rate is $10^4e^{-0.54/0.0517}=0.291$ ns$^{-1}$. The escape rate is $2(0.2912+0.0421)=0.667$ ns$^{-1}$ and the mean residence time is 1.50 ns.

All four hops join configurations of equal energy, so forward and reverse barriers coincide and this configuration does not exercise the midpoint term. The whole set of configurations does. The numerical check solves for the stationary distribution from the rates alone and compares it with the Boltzmann probabilities; the largest relative difference is $5\times10^{-12}$.

The faulty rules show up clearly. Measure the distance between two distributions by half the sum of the absolute differences of their probabilities. Counting only the B atoms beside the starting site, with doubled weight, puts the stationary distribution 0.074 from Boltzmann. With $K=0.02$ eV for every hop, clipping negative barriers at zero gives a distance of 0.088, while rule (6) gives zero to rounding error. On this small lattice both faulty rules still balance every hop against its reverse in their own stationary state; they equilibrate to the wrong energies. For the one-sided rule this can be seen directly. The vacancy's neighbours before and after a hop share the hopping atom and the third atom of the row, so the change in the number of B atoms next to the vacancy equals the number beside the atom's starting site minus the number beside its end site. Hence $K_{ij}-K_{ji}=g_j-g_i$ with $g$ equal to 0.04 eV times the number of B atoms next to the vacancy. The example does not show the case in which detailed balance holds for no set of energies.

**Rejections.** The largest rate is 0.929 ns$^{-1}$, so $\tau=1/(4\times0.929)=0.269$ ns. From the starting configuration $p=0.6666\times0.2690=0.1793$, and leaving takes $1/p=5.577$ attempts on average; the simulated mean is 5.575. In equilibrium the mean number of attempts per hop is $4k_{\max}/\bar R=6.63$. This counts attempts, not computing time: a rejection-free step needs all four rates, an attempt only one.

**The clock.** After 1.35 ns, which is 0.9 mean residence times, a fraction $e^{-0.9}=0.4066$ has never left the starting configuration. The master equation gives 0.4743 for being there; the difference, 0.068, has left and returned. Drawn times give 0.4744. The mean clock gives 1.

**The mean energy.** One rejection-free path of $10^6$ events, covering $1.78\times10^6$ ns, gives the last three rows:

| method | mean energy (eV) |
|---|---|
| Boltzmann sum | $-1.06214$ |
| rejection run | $-1.06228\pm0.00015$ |
| drawn-time weights | $-1.06194\pm0.00013$ |
| mean-time weights | $-1.06188\pm0.00012$ |
| no weights | $-1.05996\pm0.00014$ |

The uncertainties are one standard error. The rejection run averages 4000 walkers of 1000 attempts each, started from the Boltzmann distribution, so it shows that this distribution is preserved, not how it is reached. The two weighted results lie about 1.6 and 2.2 standard errors above the Boltzmann sum. They share one path, so these are not independent deviations. The unweighted result tends to another limit, the average over (11), which is $-1.06034$ eV; this run, taken from the same path, lies about 2.8 standard errors above that limit. The bias (12) is thus $+0.0018$ eV. Its sign shows that here configurations of higher energy tend to be left faster.

For the energy, $C_{\rm drawn}=0.0290$ and $C_{\rm mean}=0.0246$ eV$^2$ ns. These constants, and the uncertainties of the last three rows, are computed by linear solves from the rate matrix and the matrix of step probabilities, not estimated from the path; 200 blocks of the path give $C_{\rm drawn}\approx0.027$ eV$^2$ ns. The difference agrees with (14), which gives 0.0044 eV$^2$ ns. Mean times remove 15% of the variance in this model. The standard error with drawn times is $\sqrt{0.0290/(1.78\times10^6)}=1.3\times10^{-4}$ eV.

## Guidance for the settings

**Obtaining $K$.** Take the saddle and both relaxed end points from calculations at the same level of theory, and form $K=S-(E_i+E_j)/2$. If the run uses a fitted energy model, insert that model's $E_i$ and $E_j$ in (1), and use the same model for every hop. Energy changes that are not differences of one function of the configuration spoil (3).

**Letting $K$ depend on surroundings.** Compute $K$ for the same species in several environments. If the spread is small compared with $k_BT$, a constant per species is adequate for rates. In the example, each B atom beside the hop raises $K$ by 0.02 eV, which by itself multiplies both rates by $e^{-0.02/0.0517}=0.68$. Replacing a neighbouring A atom by B also changes $E_j-E_i$, by 0.06 eV for a hopping A atom, and this moves the two rates in opposite directions: with the B beside the atom's starting site, the forward barrier rises by $0.02+0.03$ eV (factor 0.38) and the reverse barrier changes by $0.02-0.03$ eV (factor 1.21). If the dependence matters, describe it by quantities that are the same for a hop and its reverse.

**Checking the table.** Before a run, compare $K$ with $|E_j-E_i|/2$ over the hops that can occur. Rule (6) protects equilibrium averages however often the bound is violated. The rates of the repaired hops are not physical, so the simulated times should not be trusted when such hops occur often.

**Rejection or not.** Let $E_{\min}$ be the lowest barrier in the model and $E_{\min,i}$ the lowest one out of $i$. If one prefactor $\nu$ serves all hops, $k_{\max}=\nu e^{-\beta E_{\min}}$ and $R_i\le4\nu e^{-\beta E_{\min,i}}$, so the rejection method needs on average

$$\frac{4k_{\max}}{R_i}\ge e^{\beta(E_{\min,i}-E_{\min})}$$

attempts to leave $i$. When typical configurations have barriers many $k_BT$ above the lowest one, the rejection-free step is the better choice. When they do not, the simpler method can compete.

**Weights.** Use mean residence times for equilibrium averages and drawn times for anything resolved in time. Event averages without weights are justified when the observable is uncorrelated with the escape rate, by (12). Neither choice removes the correlation between successive configurations, so error bars should come from blocks much longer than the correlation time.

## Numbers as computed

```
temperature 600 K, kT = 0.051704 eV
prefactor = 1.0e+04 1/ns
pair energies AA, AB, BB = -0.04, -0.10, 0.00 eV
K for A, for B, per B beside hop = 0.50, 0.60, 0.02 eV
configurations = 630, connected parts = 1
start configuration, rows: VAB AAB BBA
start energy = -1.0800 eV
hops from start: atom, side of vacancy, E_f-E_i, K, barrier (eV), rate (1/ns), probability
  A right +0.000 0.540 0.540 0.291206 0.43685
  B left  +0.000 0.640 0.640 0.042096 0.06315
  A down  +0.000 0.540 0.540 0.291206 0.43685
  B up    +0.000 0.640 0.640 0.042096 0.06315
escape rate = 0.666602 1/ns
mean residence time = 1.50014 ns
pair example: A from right, final energy = -1.0800 eV
  midpoint = -1.0800 eV, saddle = -0.5400 eV
  barriers forward, reverse = 0.5400, 0.5400 eV
  rates forward, reverse = 0.291206, 0.291206 1/ns
  rate ratio = 1.000000, Boltzmann ratio = 1.000000
stationary vs Boltzmann, largest relative error = 5.0e-12
largest flux imbalance / largest flux = 3.3e-14
distance from Boltzmann, one-sided K = 0.0738
K = 0.02 eV: distance, clipped at 0 = 0.0880
  distance, clipped at max(0, E_f-E_i) = 1.2e-15
largest rate = 0.929346 1/ns, attempt step = 0.269006 ns
attempts to leave start: run 5.575, exact 5.577
still there after 6 attempts: run 0.3048, exact 0.3055
accepted fraction: run 0.15071, exact 0.15074
mean attempts per hop in equilibrium = 6.63
observation time = 1.35013 ns
  in start configuration: master equation 0.4743
  drawn clock 0.4744, mean clock 1.0000
  mean energy: master -1.07950, drawn clock -1.07954 eV
events = 1000000, simulated time = 1781007 ns
mean energy, Boltzmann sum = -1.06214 eV
  rejection run = -1.06228 +- 0.00015 eV
  drawn-time weights = -1.06194 +- 0.00013 eV
  mean-time weights = -1.06188 +- 0.00012 eV
  no weights = -1.05996 +- 0.00014 eV
  exact average over visited states = -1.06034 eV
variance constants drawn, mean = 0.029015, 0.024572 eV^2 ns
  predicted difference = 0.004443 eV^2 ns
  drawn, from 200 blocks = 0.027403 eV^2 ns
```
